Debye length and field penetration in an ion-contaminated low-k dielectric

**Problem**

A dielectric film of relative permittivity k = 2.5 is held at 400 K. It contains n = 10¹⁸ cm⁻³ mobile ions, each of charge +e. An equal amount of negative charge is fixed in the film and spread uniformly, so that the undisturbed film is neutral. The film is d = 100 nm thick and lies between two electrodes that ions can neither enter nor leave.

(a) A very small positive potential is applied to one electrode. Over what distance does it decay into the film?

(b) The potential is raised to 10 V. How far does the field now reach, and how large is it at the electrode?

(c) Is the distance found in (a) also the distance over which the charge of a single ion is screened by the others?

(d) What diffusion coefficient must the ions have if the small-voltage equilibrium of (a) is to be approached with a time constant of one hour?

Let x be the distance from the positive electrode and φ the electric potential, with φ = 0 in the neutral interior. The permittivity is ε = kε₀ = 2.2135 × 10⁻¹¹ F/m. The thermal energy is k_BT = 5.523 × 10⁻²¹ J, which corresponds to a thermal voltage k_BT/e = 0.03447 V.

**First estimate by scaling**

A positive electrode repels the cations. Suppose that it clears them completely from a layer of thickness W and leaves the rest of the film unchanged. The fixed charge density −en remains in the layer, and Poisson's equation there reads

φ″ = −(−en)/ε = en/ε.

At the edge x = W both the potential and the field vanish, since the film beyond is neutral. Integrating twice with these conditions gives

φ(x) = (en/2ε)(W − x)².

The potential at the electrode is therefore V = enW²/(2ε), or

W = √(2εV/(en)).

Thermal motion sets the smallest potential that can clear a layer: eV must be about k_BT, or the ions wander back in. With V = k_BT/e the thickness becomes

W² ≈ 2εk_BT/(ne²).

The concentration must be converted first: 10¹⁸ cm⁻³ = 10²⁴ m⁻³. Then ne² = 2.567 × 10⁻¹⁴ C²/m³, and

εk_BT/(ne²) = (2.2135 × 10⁻¹¹)(5.523 × 10⁻²¹)/(2.567 × 10⁻¹⁴) m² = 4.762 × 10⁻¹⁸ m².

Twice this is 9.5 × 10⁻¹⁸ m², so the estimate for (a) is W ≈ 3 nm. For (b), V = 10 V in the same formula gives W = 52.6 nm.

The estimate also casts doubt on (c). The typical distance between ions is n^(−1/3) = 10 nm, more than the 3 nm over which they are supposed to screen.

**Solution of the mean-field equation**

The sharp edge of the cleared layer was an assumption. In thermal equilibrium the ions follow the Boltzmann distribution. In the mean-field approximation, the energy of an ion in that distribution is e times the average potential φ, and the separate positions of its neighbours are ignored. The ion concentration is then n exp(−eφ/k_BT), which equals n where φ = 0. With the fixed charge −en added, the charge density is

ρ = en[exp(−eφ/k_BT) − 1].

Define the dimensionless potential u = eφ/k_BT. Poisson's equation φ″ = −ρ/ε, multiplied by e/k_BT, becomes

u″ = (ne²/εk_BT)(1 − e^(−u)).

The factor in front has the dimension of an inverse length squared. It defines the Debye length

L = √(εk_BT/(ne²)),

and the equation is u″ = (1 − e^(−u))/L².

To integrate it, multiply both sides by u′. The left side is the derivative of u′²/2. The right side is the derivative of (u + e^(−u))/L², because d(u + e^(−u))/dx = u′(1 − e^(−u)). Hence

u′²/2 = (u + e^(−u) + C)/L².

Deep in the neutral film u = 0 and u′ = 0, which requires C = −1. For a positive electrode u falls with x, so the negative root applies:

u′ = −(1/L)√(2(u + e^(−u) − 1)).

Separating the variables gives the whole profile, with u₀ the value at the electrode:

x = L ∫ dv/√(2(v + e^(−v) − 1)), integrated from v = u to v = u₀.

This is the solution of the mean-field equation whenever a neutral interior many Debye lengths thick remains between the layers at the two electrodes. Even at 10 V this holds: a region about 27 nm wide, some twelve Debye lengths, keeps an ion concentration within 1 percent of n. Both (a) and (b) follow from it.

**(a) Small potential**

For small v the exponential series gives

v + e^(−v) − 1 = v²/2 − v³/6 + …

To leading order the square root in the integral is v, and

x = L ln(u₀/u), or φ = φ₀ exp(−x/L).

In the mean-field approximation the decay length is the Debye length,

L = √(4.762 × 10⁻¹⁸ m²) = 2.18 nm.

The cubic term shows how small "small" must be. Keeping it, the local decay rate is

−u′/u = (1/L)√(1 − u/3) ≈ (1/L)(1 − u/6).

The rate differs from 1/L by less than about 2 percent if u₀ is below 0.1, which means a potential below about 3 mV between the electrode and the neutral interior. A small applied voltage divides equally between the layers at the two electrodes, so the voltage between the electrodes may be about 7 mV. In terms of the field, E₀ = φ₀/L must be far below k_BT/(eL) = 0.158 MV/cm.

The number depends on which charges can move. Let several mobile species have concentrations n_i and charge numbers z_i, with any fixed charge making the film neutral. To first order in u, species i contributes z_i e n_i(−z_i u) to the charge density, while the terms without u cancel against the fixed charge. Therefore

L² = εk_BT/(e² Σ n_i z_i²),

where the sum runs over mobile species only. Three cases at the same temperature and permittivity show the effect:

- 10¹⁸ cm⁻³ monovalent cations with fixed negative charge: L = 2.18 nm.
- The same cations with equally many mobile monovalent anions: the sum doubles and L = 1.54 nm.
- 10¹⁸ cm⁻³ divalent cations with fixed negative charge: the sum is four times larger and L = 1.09 nm.

The statement "10¹⁸ mobile ions per cubic centimetre" thus gives 2.18 nm if it counts all the mobile ions, and 1.54 nm if it counts each sign separately.

**(b) Ten volts**

Now u₀ = 10/0.03447 = 290.1, and e^(−u₀) is negligible. The field is E = −φ′ = −(k_BT/e)u′, so at the electrode

E₀ = (k_BT/eL)√(2(u₀ − 1)) = 0.158 × √578.2 MV/cm = 3.80 MV/cm.

This is nearly four times the average field, 10 V/100 nm = 1 MV/cm. One factor of about two arises because the ions have rearranged so that about half of the film carries almost all of the voltage. The other arises because the field falls almost linearly to zero across that half, so its peak is twice its mean there.

The thickness of the cleared layer needs a definition, since its edge is not sharp. Let W be the number of missing ions per unit area divided by n. By Gauss's law the missing charge per area is enW = εE₀. Inserting E₀ and using εk_BT/(ne²) = L² gives

W = L√(2(u₀ + e^(−u₀) − 1)) = 52.5 nm.

Inside the layer the charge density is nearly constant, so the field falls almost linearly, E ≈ E₀(1 − x/W). It reaches E₀/e (here e is the base of natural logarithms) at

x = W(1 − 1/e) = 33.2 nm.

An exponential with L = 2.18 nm would have put this point at 2.18 nm. At 10 V the Debye length does not measure the reach of the field; in the mean-field solution it only sets the scale of the soft edge where the cleared layer meets the neutral film.

The expelled ions collect at the negative electrode, where u = −v with v > 0. The charge on the two electrodes is equal and opposite, so the field has the same magnitude there, and the first integral gives

e^v − v − 1 = u₀ − 1 = 289.1.

The numerical root is v = 5.69, a voltage of 0.196 V. Assigning all 10 V to the cleared layer was therefore wrong by about 2 percent in voltage. Since W and E₀ both vary nearly as √V, each is about 1 percent too large. The structure of the accumulation layer itself should not be trusted: at 3.80 MV/cm the potential changes by k_BT/e within 0.09 nm, less than the size of an atom. A continuous density of point ions has no meaning on that scale.

**(c) One ion among the others**

Apply the linear theory to the surroundings of one cation at r = 0. Outside the ion ∇²φ = φ/L². For a spherical potential ∇²φ = (rφ)″/r, so (rφ)″ = rφ/L², and the solution that vanishes at large r is rφ = A e^(−r/L). Close to the ion the potential must be that of a bare charge in the dielectric, which fixes A = e/(4πε):

φ = e exp(−r/L)/(4πεr).

Define the Bjerrum length, the distance at which two bare ions in the dielectric have an interaction energy k_BT:

l_B = e²/(4πεk_BT) = 16.7 nm.

It is long because the permittivity is low. The linearised ion concentration around the cation is

n(1 − eφ/k_BT) = n[1 − (l_B/r) exp(−r/L)].

At r = L the bracket is 1 − (16.71/2.182)/e = −1.8. Solving numerically for its zero shows that the predicted concentration is negative everywhere within 3.45 nm of the ion. A negative concentration is impossible, so the linear theory fails in the very region where it places much of the screening.

The failure is not cured by a better formula for the cloud. The screening charge around a cation consists of missing cations, and no more can be missing than were there. The charge density can therefore nowhere be more negative than that of the fixed background, −en. Within r = L the cloud can compensate at most the fraction

(4π/3)nL³ = 0.0435

of the ion's charge. The linear theory claims much more. Its missing concentration is n(l_B/r)e^(−r/L), and 4πnl_B = ne²/(εk_BT) = 1/L². The compensated fraction within a radius R is then

∫₀ᴿ n(l_B/r)e^(−r/L) 4πr² dr = (1/L²)∫₀ᴿ r e^(−r/L) dr = 1 − (1 + R/L)e^(−R/L).

At R = L this is 1 − 2/e = 0.264, six times the permitted maximum. Full compensation needs a sphere that held at least one ion's worth of background, with radius

a = (3/(4πn))^(1/3) = 6.20 nm.

The answer to (c) is no. With a uniform fixed background, the charge of one ion cannot be screened within 2.18 nm.

The same relation 4πnl_BL² = 1 shows when the mean-field picture is sound. It turns the number of ions in a sphere of radius L into

(4π/3)nL³ = L/(3l_B).

A smooth cloud needs many ions in this sphere, hence L much larger than l_B. The two lengths are equal at

n = 1/(4πl_B³) = 1.7 × 10¹⁶ cm⁻³,

and the given concentration is about sixty times higher. At 10¹⁴ cm⁻³, with k and T unchanged, L is 218 nm and the sphere holds 4.35 ions; the ceiling then no longer conflicts with the linear theory at r = L. This comparison refers to bulk material, since 218 nm exceeds the film thickness. With l_B = 16.7 nm and d = 100 nm, no concentration makes L both much larger than l_B and much smaller than d.

This also qualifies the answer to (a). The 2.18 nm is the planar decay length of the mean-field equation. At the given density the interaction energy of two ions a distance a apart is l_B/a = 2.7 times k_BT, so they tend to keep apart and their positions are correlated. The mean-field equation leaves this out. The true response may differ in form as well as in length: such correlations can make the potential overshoot and oscillate as it dies out, instead of decaying as a single exponential. The equation also omits the attraction of each ion to its image in a metal electrode. For a bare ion at a distance L from the metal this energy is l_B/(4L) = 1.9 times k_BT, which is not small, and at an assumed contact distance of 0.3 nm it is 14 times k_BT. If ions can come that close, a rough balance of adsorbed against missing ions suggests a depleted layer about 8 nm wide already at zero voltage, so the film would not be neutral up to the electrode as (a) assumes. Finding the true profile would take a theory or simulation that includes both effects. The diffusion coefficient in (d) below uses the same mean-field L and shares this uncertainty. The width found in (b) is less exposed, because it rests mainly on the fixed charge in a layer from which the ions have gone.

**(d) Time to reach equilibrium**

For a small voltage the film acts as a resistor in series with two capacitors, one at each electrode. A layer with surface potential φ₀ holds the charge εE₀ = εφ₀/L per area, so its capacitance per area is ε/L. Two in series give ε/(2L). The conductivity follows from the Einstein relation between mobility and diffusion coefficient D:

σ = ne²D/(k_BT) = εD/L².

The resistance of a unit area is d/σ = dL²/(εD) if the two thin layers are neglected. The time constant is the product

τ = [ε/(2L)][dL²/(εD)] = Ld/(2D).

For τ = 3600 s,

D = Ld/(2τ) = (2.18 × 10⁻⁷ cm)(10⁻⁵ cm)/(7200 s) ≈ 3 × 10⁻¹⁶ cm²/s.

If the ions diffuse much more slowly, an hour's experiment does not show the equilibrium profile of (a), whatever the Debye length. The circuit argument is linear and does not give the charging time at 10 V.

**Comparison of the estimate and the solution**

The estimate and the solution contain the same combination of ε, T and n, and differ in how they treat the edge of the layer. The estimate for (a) was √2 L, about 3 nm, against a decay length of L = 2.18 nm. The same quantity can also be compared in both. At u₀ = 1 the solution gives an equivalent cleared width

W = L√(2e^(−1)) = 0.86L = 1.9 nm,

where the estimate assumed 1.41L. The estimate is too large because a potential of k_BT/e does not clear the layer: even at the electrode the fraction e^(−1) = 0.37 of the ions remains.

At large voltage the agreement improves. The ratio of the solution to the estimate is √(1 − 1/u₀) ≈ 1 − 1/(2u₀), which for u₀ = 290 is a difference of 0.17 percent: 52.5 nm against 52.6 nm. This is smaller than the 1 percent error from ignoring the accumulation layer, so both results are best read as about 52 nm.

**The numbers beside a real film**

The values k = 2.5 and d = 100 nm are roughly those of a porous organosilicate dielectric between copper lines, and 400 K is a plausible temperature for an accelerated test. At 378 K, with n and k held fixed, L is 2.12 nm, so this change of temperature matters little for the Debye length. It can matter much more for the diffusion coefficient, and so for the time in (d). The concentration is an assumed value that represents heavy contamination, not a film behind a sound barrier. The average field of 1 MV/cm belongs to a stress test rather than to normal operation. If the breakdown field is taken as roughly 5 MV/cm, the model's peak field is already 0.76 of it, although the average is only a fifth.

The assumption most open to doubt is the fixed negative charge. Copper ions that enter from an electrode need not bring any with them. If 10¹⁸ cm⁻³ cations filled the film uniformly without compensation, with both electrodes at zero potential, each half of the film would act as a charged layer of thickness d/2. The middle would then stand at en(d/2)²/(2ε) = 10 V × (50/52.57)² ≈ 9 V, hundreds of times the thermal voltage. Such a distribution is not an equilibrium, there is no neutral interior, and the 2.18 nm loses its meaning as a decay length. A copper anode without an effective barrier also breaks the condition of blocked electrodes: it can supply new ions to the cleared layer, and the result of (b) then no longer applies.

Where fixed negative charge is present, it sits on discrete sites and is not spread uniformly. In the continuum picture a cation 0.5 nm from such a site is bound by l_B/(0.5 nm) = 33 times k_BT, about 1.15 eV, so almost all cations would be trapped. The n in L must count only the ions that remain free, which can be far fewer than the total content. Mobile anions would pair with the cations in the same way, so the 1.54 nm in (a) is likewise a mean-field value.
